# Zigzag diffusion path of a two-phase ternary couple

## The problem

Two alloys of components 1, 2 and 3 are joined at the plane \(x=0\) and annealed. Both are mixtures of the same two phases, a continuous matrix and dispersed precipitates. Let \(C_1\) and \(C_2\) be the mole fractions of components 1 and 2, averaged over a region that contains many precipitates but is small compared with the diffusion zone. Component 3 makes up the rest. The average fluxes, divided by the constant total molar density, obey

\[
\begin{pmatrix}J_1\\J_2\end{pmatrix}
=-D_0\begin{pmatrix}1&1\\0&0\end{pmatrix}
\frac{\partial}{\partial x}\begin{pmatrix}C_1\\C_2\end{pmatrix},
\qquad D_0>0 .
\]

The terminal compositions are \(C_L=(0.3,0.1)\) on the left and \(C_R=(0.4,0.2)\) on the right. Differences are taken as right minus left, so \(\Delta=C_R-C_L=(0.1,0.1)\). Find the diffusion path, which is the curve traced in the \((C_1,C_2)\) plane as \(x\) runs through the couple, and find the change of composition at the contact plane.

The couple is taken as infinitely long, with equal molar volumes. Fluxes are measured in the frame in which the total number flux vanishes, and the contact plane is at rest in that frame. Matrix and precipitates are in local equilibrium everywhere.

## A tempting solution

The second row of the matrix is zero, so \(J_2=0\) and \(C_2\) keeps its initial step: 0.1 on the left, 0.2 on the right. Conservation of component 1 gives

\[
\frac{\partial C_1}{\partial t}
=-\frac{\partial J_1}{\partial x}
=D_0\left(\frac{\partial^2C_1}{\partial x^2}+\frac{\partial^2C_2}{\partial x^2}\right).
\]

Since \(C_2\) is constant on each side, its second derivative seems to drop out. What remains is the ordinary diffusion equation for \(C_1\), with the familiar solution

\[
C_1=0.35+0.05\,\operatorname{erf}\!\left(\frac{x}{2\sqrt{D_0t}}\right).
\]

The path would then be

\[
(0.3,0.1)\to(0.35,0.1)\to(0.35,0.2)\to(0.4,0.2),
\]

with a jump \((0,0.1)\) at the contact plane.

This answer passes several checks. It satisfies the diffusion equation on both sides, has the right end values, and gives the same \(J_1\) on the two sides of the contact, so component 1 is conserved.

## Where it fails

The second derivative of \(C_2\) vanishes on each side, but not at \(x=0\), where \(C_2\) has a step. The flux law contains the gradient of the sum

\[
u=C_1+C_2,\qquad J_1=-D_0\frac{\partial u}{\partial x}.
\]

In the tempting solution, \(u\) is \(0.35+0.1=0.45\) just left of the contact and \(0.35+0.2=0.55\) just right of it. A jump of \(u\) means an infinite gradient and an infinite flux, which would remove the jump at once. The assumption that \(C_1\) is continuous was never justified.

The side equations and flux balance cannot reveal the error, because they allow a whole family of solutions. Let \(C_1\) rise by an amount \(s\) on each side:

\[
C_1=
\begin{cases}
0.3+s\,[1+\operatorname{erf}\eta], & x<0,\\
0.4-s\,[1-\operatorname{erf}\eta], & x>0,
\end{cases}
\qquad \eta=\frac{x}{2\sqrt{D_0t}} .
\]

The slope at the contact is \(s/\sqrt{\pi D_0t}\) from either side, so the fluxes match for every \(s\). The tempting solution is \(s=0.05\). The missing condition is continuity of \(u\):

\[
(0.3+s)+0.1=(0.4-s)+0.2
\quad\Longrightarrow\quad 2s=0.2
\quad\Longrightarrow\quad s=0.1 .
\]

To see what this condition means physically, we need the phase diagram behind the matrix.

## What the matrix says about the phases

A simple model produces the given matrix. Let the matrix phase contain no component 2 and have composition \((u,0)\). Let the precipitate in equilibrium with it have composition \((u-w,w)\), with \(w\) fixed. If \(f\) is the mole fraction of precipitate, the two phase balances are

\[
C_1=(1-f)u+f(u-w)=u-fw,\qquad C_2=fw .
\]

Adding them gives \(C_1+C_2=u\). Thus \(u\) is the content of component 1 in the matrix phase, and it labels the tie-line. Moving along a tie-line changes \(f\) at fixed \(u\), so the tie-line direction is

\[
\mathbf t=(1,-1).
\]

Suppose that long-range transport runs through the matrix phase and is driven by its composition gradient. Component 1 then has \(J_1=-D_0\,\partial u/\partial x\), while component 2, absent from the matrix phase, has \(J_2=0\). Substituting \(u=C_1+C_2\) reproduces the rows \((1,1)\) and \((0,0)\). Taking \(D_0\) as constant ignores the way precipitates obstruct diffusion; that assumption is relaxed below.

Two alloys on one tie-line have the same matrix phase and differ in the amounts of the phases. Nothing drives diffusion between them in this model. This is the meaning of the zero eigenvalue:

\[
\begin{pmatrix}1&1\\0&0\end{pmatrix}
\begin{pmatrix}1\\-1\end{pmatrix}
=\begin{pmatrix}0\\0\end{pmatrix}.
\]

Continuity of \(u\) therefore says that the alloys touching at the contact plane lie on a common tie-line.

## The right solution

Add the conservation equations for the two components. Because \(J_2=0\),

\[
\frac{\partial u}{\partial t}
=-\frac{\partial(J_1+J_2)}{\partial x}
=D_0\frac{\partial^2u}{\partial x^2}.
\]

This equation holds across the contact plane as well, since the flux is \(-D_0\,\partial u/\partial x\) there too. Initially \(u=0.3+0.1=0.4\) on the left and \(0.4+0.2=0.6\) on the right.

The initial step has no length scale, so we try \(u=U(\eta)\). From \(\partial\eta/\partial t=-\eta/(2t)\) and \(\partial\eta/\partial x=1/(2\sqrt{D_0t})\),

\[
-\frac{\eta}{2t}U'=D_0\,\frac{U''}{4D_0t}
\quad\Longrightarrow\quad
U''=-2\eta U'
\quad\Longrightarrow\quad
U'=A e^{-\eta^2}.
\]

Integrating and fitting the two end values gives

\[
u=0.5+0.1\,\operatorname{erf}\eta .
\]

Now subtract the frozen profile of component 2:

\[
C_1=u-C_2=
\begin{cases}
0.4+0.1\,\operatorname{erf}\eta, & x<0,\\
0.3+0.1\,\operatorname{erf}\eta, & x>0 .
\end{cases}
\]

This is the member \(s=0.1\) of the earlier family. Letting \(x\) approach zero from each side gives the corners, and the path is

\[
(0.3,0.1)\longrightarrow(0.4,0.1)
\;\Longrightarrow\;(0.3,0.2)
\longrightarrow(0.4,0.2).
\]

The single arrows are continuous legs. The double arrow is the jump at the contact plane:

\[
[C]=(0.3,0.2)-(0.4,0.1)=(-0.1,+0.1)=-0.1\,\mathbf t .
\]

No layer of the couple has a composition on the interior of the middle leg; that leg joins two one-sided limits. The three legs add up to \((0.1,0)+(-0.1,0.1)+(0.1,0)=(0.1,0.1)\), as they must.

## The same result by eigenvectors

The matrix has eigenvalue \(D_0\) with eigenvector \((1,0)\), and eigenvalue zero with eigenvector \((1,-1)\). Write

\[
(0.1,0.1)=a(1,0)+b(1,-1).
\]

The second component gives \(b=-0.1\), and the first then gives \(a=0.1-b=0.2\). The part \(a(1,0)\) spreads as an error function, half of it on each side. The part \(b(1,-1)\) has no diffusivity and remains a step:

\[
C=\frac{C_L+C_R}{2}+\frac a2(1,0)\operatorname{erf}\eta
+\frac b2(1,-1)\operatorname{sgn}x .
\]

For any constant \(2\times2\) matrix \(D\) of rank one there is a formula that avoids finding eigenvectors. Such a matrix can be written \(D=\mathbf q\,\mathbf p^{T}\), where \(\mathbf q\) is the direction of the flux and \(\mathbf p\cdot C\) plays the role of \(u\). Its trace is \(\mathbf p\cdot\mathbf q\), so

\[
D^2=\mathbf q(\mathbf p\cdot\mathbf q)\mathbf p^{T}=(\operatorname{tr}D)\,D .
\]

If \(\operatorname{tr}D>0\), then \(D\Delta/\operatorname{tr}D\) is an eigenvector part with eigenvalue \(\operatorname{tr}D\), and the remainder is the jump:

\[
[C]=\Delta-\frac{D\Delta}{\operatorname{tr}D},
\qquad
D[C]=D\Delta-\frac{D^2\Delta}{\operatorname{tr}D}=0 .
\]

Here \(D\Delta/D_0=(0.2,0)\) and \(\operatorname{tr}D/D_0=1\), which again gives \((-0.1,0.1)\). If the trace vanishes, the two eigenvectors merge and the construction fails.

As long as the matrix is constant and of rank one, the jump cannot drift away from the contact plane. For a discontinuity moving at speed \(v\), conservation requires \([J]=v[C]\). The flux jump lies along \(\mathbf q\), while finite flux forces \([C]\) to lie along the null direction \(\mathbf t\), with \(\mathbf p\cdot\mathbf t=0\). Taking the product with \(\mathbf p\) gives \(\mathbf p\cdot[J]=0\). Since \(\mathbf p\cdot\mathbf q\ne0\), this means \([J]=0\), and hence \(v=0\) for a nonzero jump.

## Other terminal differences

For \(\Delta=(\Delta_1,\Delta_2)\) and the same matrix, the formula gives

\[
\text{diffusing part}=(\Delta_1+\Delta_2,\,0),\qquad
[C]=(-\Delta_2,\,\Delta_2).
\]

If \(\Delta_2=0\), there is no jump and the path is a straight line. If \(\Delta_1=-\Delta_2\), the alloys share a tie-line, the diffusing part vanishes, and the initial step persists. In the present problem the left corner has the same \(C_1\) as the right terminal alloy. This follows from \(\Delta_1=\Delta_2\), since the corner lies at \(C_{1L}+(\Delta_1+\Delta_2)/2\), and it is not a general feature.

## Uphill transport at the contact

Differentiating \(u\) at \(x=0\), with \(\operatorname{erf}'(0)=2/\sqrt\pi\), gives

\[
J_1(0,t)=-D_0\,(0.1)\frac{2}{\sqrt\pi}\frac{1}{2\sqrt{D_0t}}
=-\frac{0.2\,D_0}{2\sqrt{\pi D_0t}} .
\]

The minus sign means that component 1 moves to the left. Beside the contact, \(C_1\) is 0.4 on the left and 0.3 on the right. Component 1 therefore crosses the plane from the side poorer in it to the side richer in it. Away from the plane, \(C_1\) increases with \(x\) on each side, so there the flux runs down its gradient.

There is no conflict with thermodynamics. In a stable binary matrix phase, the chemical potential of component 1 rises with \(u\), and the flux runs from larger to smaller \(u\). The average \(C_1\) is higher on the left because that side contains less precipitate, and the precipitate is poorer in component 1 than the matrix phase is.

For general \(\Delta\), the flux has the sign of \(-(\Delta_1+\Delta_2)\) and the jump of \(C_1\) is \(-\Delta_2\). Transport across the contact is uphill in \(C_1\) when these signs agree, that is, when \((\Delta_1+\Delta_2)\Delta_2>0\).

## Numbers for a 100-hour anneal

Take \(D_0=0.01\ \mu\mathrm{m^2/s}\), or \(10^{-14}\ \mathrm{m^2/s}\), \(t=360\,000\) s, and \(w=0.3\). The diffusion length is

\[
2\sqrt{D_0t}=2\sqrt{3600}\ \mu\mathrm m=120\ \mu\mathrm m .
\]

The precipitate fraction \(f=C_2/w\) is \(1/3\) throughout the left side and \(2/3\) throughout the right. At the contact \(u=0.5\), so the tie-line runs from the matrix phase \((0.5,0)\) to the precipitate \((0.2,0.3)\). Both corners lie on it.

At \(x=-60\ \mu\mathrm m\), \(\eta=-0.5\) and \(C_1=0.348\). At \(x=+60\ \mu\mathrm m\), \(C_1=0.352\). These nearly equal values conceal the rise to 0.4 and the drop to 0.3 between them, so widely spaced composition measurements could miss the zigzag.

The flux at the end of the anneal is

\[
J_1(0,t)=-\frac{0.2\times0.01}{2\sqrt{\pi\times3600}}\ \mu\mathrm{m/s}
=-9.40\times10^{-6}\ \mu\mathrm{m/s}.
\]

The slopes of \(C_1\) on either side of the contact in the tempting solution, with half the value of \(s\), would suggest half this flux. The total amount carried to the left is

\[
\int_0^t|J_1(0,t')|\,dt'
=0.1\sqrt{\frac{D_0}{\pi}}\int_0^t\frac{dt'}{\sqrt{t'}}
=0.2\sqrt{\frac{D_0t}{\pi}}
=6.77\ \mu\mathrm m ,
\]

expressed as an equivalent thickness of pure component 1.

A finite-volume calculation over \(-600\) to \(600\ \mu\mathrm m\) tests the profile using the conservation law and the given flux law, without imposing the corners. Its largest difference from the formula, in mole fraction, is \(6.8\times10^{-6}\) with 200 cells and \(1.7\times10^{-6}\) with 400. It gives the corners \((0.400,0.100)\) and \((0.300,0.200)\). The numerical output lists the remaining values.

## How sharp is the jump?

Suppose that composition differences along a tie-line can relax slowly, with a small diffusivity \(\varepsilon D_0\). Keeping both eigenvectors fixed, the matrix becomes

\[
D=D_0\begin{pmatrix}1&1-\varepsilon\\0&\varepsilon\end{pmatrix},
\qquad
D\begin{pmatrix}1\\-1\end{pmatrix}
=\varepsilon D_0\begin{pmatrix}1\\-1\end{pmatrix}.
\]

Each eigenvector part now has its own error function:

\[
C_1=0.35+0.1\operatorname{erf}\eta
-0.05\operatorname{erf}\!\left(\frac{\eta}{\sqrt\varepsilon}\right).
\]

At any fixed \(\eta\neq0\), the last error function tends to \(\operatorname{sgn}\eta\) as \(\varepsilon\to0\), and the zigzag profile returns. For finite \(\varepsilon\), the gradient of \(C_2\) is a Gaussian of standard deviation \(\sqrt{2\varepsilon D_0t}\). This is \(17.0\ \mu\mathrm m\) for \(\varepsilon=0.04\) and \(8.5\ \mu\mathrm m\) for \(\varepsilon=0.01\). The highest \(C_1\) on the left is then 0.370 and 0.382 respectively, still clearly below the ideal corner at 0.4. A rather small second eigenvalue thus rounds the corners visibly.

## When precipitates obstruct diffusion

Since \(C_2\) does not move, \(f\) stays uniform on each side. If the diffusivity depends on \(f\), it therefore takes one constant value \(D_L\) on the left and another, \(D_R\), on the right. Let \(u_*\) be the contact value of \(u\). The error-function solutions on the two sides have equal fluxes at \(x=0\) when

\[
\frac{D_L(u_*-u_L)}{\sqrt{\pi D_Lt}}
=\frac{D_R(u_R-u_*)}{\sqrt{\pi D_Rt}}
\quad\Longrightarrow\quad
u_*=\frac{\sqrt{D_L}\,u_L+\sqrt{D_R}\,u_R}{\sqrt{D_L}+\sqrt{D_R}} .
\]

Maxwell's estimate for blocking spheres multiplies the diffusivity of the matrix phase by \(2(1-f)/(2+f)\), which is 0.571 on the left and 0.250 on the right. Hence

\[
u_*=\frac{\sqrt{0.571}\,(0.4)+\sqrt{0.250}\,(0.6)}
{\sqrt{0.571}+\sqrt{0.250}}=0.480 .
\]

The corners become \((0.380,0.1)\) and \((0.280,0.2)\), a shift of 0.02 in \(C_1\). Their difference is still \((-0.1,0.1)\), because \(u\) is continuous and the step of \(C_2\) is frozen. For given terminal alloys, the contact value \(u_*\) depends only on the ratio \(D_L/D_R\), and a finite-volume run with diffusivities in this ratio confirms both the corners and the jump. In this model the jump is less sensitive to obstruction than the corners are.

## Limits of the model

The chosen \(D_0\) is a rough typical size for substitutional diffusion in solid magnesium near 700 K. The phase diagram does not describe a magnesium alloy: a matrix phase with 40 to 60 percent of component 1, no solubility for component 2, and parallel tie-lines are model choices. A precipitate fraction of two thirds is also very high for a dispersed phase. Maxwell's estimate is rough there, and the transport law fails if the matrix phase is no longer connected. Constant diffusivity is a further assumption. The obstruction estimated above moves the corners by only about 0.02, but if \(D_0\) is the diffusivity of the unobstructed matrix phase, it also multiplies the contact flux and the transferred amount by \(\sqrt{0.571}\,(0.480-0.4)/0.1\approx0.60\). The flux and the amount found for the 100-hour anneal would then be about 40 percent lower.

Other neglected effects can be sized for the same anneal:

- **Slight mobility of component 2.** Replacing the second row by \((0.01,0.01)\) gives \(D\Delta/D_0=(0.2,0.002)\) and a trace of \(1.01D_0\). The jump becomes \((-0.098,0.098)\).
- **Local equilibrium.** Diffusion over \(2\ \mu\mathrm m\) of matrix phase takes about 400 s. Inside a precipitate of radius \(1\ \mu\mathrm m\), with an assumed diffusivity \(0.01D_0\), it takes about \(10^4\) s, or 3 percent of the anneal. The estimate \(r^2/D\) is a cautious one: with these inputs the flux and the transferred amount are already within about 1 percent of the equilibrium result at \(10^4\) s, but the solution should not be trusted at times of a few hundred seconds. The precipitates must exchange components 1 and 3 with the matrix phase; if they could not, the zigzag in \(C_1\) would not form. The "blocking" spheres of the Maxwell estimate block long-range transport only.
- **Capillarity.** For an assumed interface energy of \(0.3\ \mathrm{J/m^2}\) and molar volume of \(14\ \mathrm{cm^3/mol}\), the potential shift \(2\gamma V_m/r\) is about \(10^{-3}RT\).
- **Kirkendall drift.** If the intrinsic diffusivities of components 1 and 3 differ by \(0.1D_0\), the lattice at the contact drifts at roughly \(0.1|J_1|\). This speed falls as \(t^{-1/2}\), so the displacement is \(2t\times0.1|J_1|\approx0.7\ \mu\mathrm m\), small beside the diffusion length of \(120\ \mu\mathrm m\). The drift would carry the precipitates with it. The second row of the matrix would then be nonzero and proportional to \(C_2\), so the matrix would no longer be constant, and the jump would move with the lattice by this distance.

## Computed results

```
D0 = 0.010 um^2/s = 1.0e-14 m^2/s
time = 100 h, temperature = 700 K
precipitate content of component 2, w = 0.30
diffusion length 2 sqrt(D0 t) = 120.0 um
eigenvalues of D/D0 = [1. 0.]
diffusing part of difference = (0.2000, 0.0000)
tie-line jump, right minus left = (-0.1000, 0.1000)
left end: C = (0.3000, 0.1000), u = 0.4000, f = 0.3333
left corner: C = (0.4000, 0.1000), u = 0.5000, f = 0.3333
right corner: C = (0.3000, 0.2000), u = 0.5000, f = 0.6667
right end: C = (0.4000, 0.2000), u = 0.6000, f = 0.6667
contact tie-line, matrix end = (0.5000, 0.0000)
contact tie-line, precipitate end = (0.2000, 0.3000)
finite-volume left corner = (0.4000, 0.1000)
finite-volume right corner = (0.3000, 0.2000)
largest profile error, 200 cells = 6.8e-06
largest profile error, 400 cells = 1.7e-06
x = -120 um: C = (0.3157, 0.1000)
x = -60 um: C = (0.3480, 0.1000)
x = 60 um: C = (0.3520, 0.2000)
x = 120 um: C = (0.3843, 0.2000)
J1 at contact, formula = -9.403e-06 um/s
J1 at contact, finite volume = -9.402e-06 um/s
transfer of 1 to left, formula = 6.770 um
transfer of 1 to left, finite volume = 6.770 um
second eigenvalue 0.04 D0: jump width = 16.97 um, left peak C1 = 0.3699
second eigenvalue 0.01 D0: jump width = 8.49 um, left peak C1 = 0.3820
Maxwell factors left, right = 0.5714, 0.2500
contact u with these factors = 0.4796
shifted left corner = (0.3796, 0.1000)
shifted right corner = (0.2796, 0.2000)
finite-volume jump there = (-0.1000, 0.1000)
row 2 of D/D0 set to 0.01: jump = (-0.0980, 0.0980)
particle spacing = 2.0 um, radius = 1.0 um
matrix equilibration time = 400 s
its share of the anneal = 0.0011
assumed particle diffusivity = 0.01 D0
particle equilibration time = 10000 s
its share of the anneal = 0.0278
assumed interface energy = 0.30 J/m^2
assumed molar volume = 14.0 cm^3/mol
capillary potential shift / RT = 1.4e-03
assumed intrinsic imbalance = 0.10 D0
Kirkendall marker shift, estimate = 0.68 um
```
